# Thermal Stress in a Hafnia Film Cooled on Silicon: test program

```python
"""Thermal mismatch stress of a thin film on a thick substrate.

Result under test: stress = M * (a_film - a_sub) * cooling, tension positive.
M: film biaxial modulus = E/(1-nu); a_film, a_sub: linear expansion
coefficients; cooling: positive temperature drop. The film is stress-free hot.
Independent roads: 3D Hooke's law with a free top surface, and minimization
of the elastic energy of a free two-layer plate that may shrink and bend.
"""
import numpy as np

# Data of the question (SI units)
a_film, a_sub = 6.0e-6, 2.6e-6
cooling = 600.0
M_film = 300e9
# Round model values used only for the checks
nu = 0.3
M_sub = 180e9
h_film, h_sub = 10e-9, 500e-6

# Derived formulas
strain = (a_film - a_sub) * cooling
stress = M_film * strain

# Three-dimensional Hooke's law, solved for the free out-of-plane strain
young = M_film * (1 - nu)
lame = young * nu / ((1 + nu) * (1 - 2 * nu))
shear = young / (2 * (1 + nu))
stiffness = lame * np.ones((3, 3)) + 2 * shear * np.eye(3)
free_film = -a_film * cooling
in_plane = -a_sub * cooling - free_film
out_plane = -(stiffness[2, 0] + stiffness[2, 1]) * in_plane / stiffness[2, 2]
stress_3d = stiffness @ np.array([in_plane, in_plane, out_plane])
assert abs(stress_3d[0] / stress - 1) < 1e-10
assert abs(stress_3d[1] / stress - 1) < 1e-10
assert abs(stress_3d[2]) < 1e-9 * stress
assert abs(out_plane / (-2 * nu / (1 - nu) * strain) - 1) < 1e-10
total_out_plane = free_film + out_plane

# Misfit from the ratio of cooled lengths, without the small-strain step
strain_ratio = (1 - a_sub * cooling) / (1 - a_film * cooling) - 1
excess = strain_ratio / strain - 1
assert abs(excess / (a_film * cooling) - 1) < 0.01


def two_layer_plate(thickness_ratio):
    """Minimize the plate energy; heights are in units of substrate thickness.

    The total in-plane strain is mid + bend*z, with the film on top.
    Returns mean film stress, substrate stress at the interface, and bend.
    """
    nodes, weights = np.polynomial.legendre.leggauss(4)
    z_sub, w_sub = nodes / 2, weights / 2
    z_film = 0.5 + thickness_ratio * (nodes + 1) / 2
    w_film = thickness_ratio * weights / 2
    z = np.concatenate([z_sub, z_film])
    modulus = np.repeat([M_sub, M_film], 4)
    free = -cooling * np.repeat([a_sub, a_film], 4)
    root = np.sqrt(np.concatenate([w_sub, w_film]) * modulus / M_sub)
    matrix = np.column_stack([root, root * z])
    mid, bend = np.linalg.lstsq(matrix, root * free, rcond=None)[0]
    film = M_film * (mid + bend * z_film + a_film * cooling)
    mean_film = np.sum(w_film * film) / thickness_ratio
    interface = M_sub * (mid + bend / 2 + a_sub * cooling)
    return mean_film, interface, bend


ratio = h_film / h_sub
plate_stress, interface_stress, bend = two_layer_plate(ratio)
curvature = bend / h_sub
reduction = 1 - plate_stress / stress
reduction_formula = 4 * M_film * h_film / (M_sub * h_sub)
stoney = 6 * stress * h_film / (M_sub * h_sub**2)
# Tolerances cover the neglected higher orders in the thickness ratio
assert abs(plate_stress / stress - 1) < 1e-3
assert abs(reduction / reduction_formula - 1) < 1e-2
assert abs(interface_stress / (-4 * stress * ratio) - 1) < 1e-2
# Negative bend: the top shrinks more, so the film side is concave
assert abs(curvature / (-stoney) - 1) < 1e-2
# A film that is not thin must break the simple formula visibly
thick_stress = two_layer_plate(0.1)[0]
assert thick_stress < 0.8 * stress

print(f"Film expansion coefficient: {a_film*1e6:.1f} per million per K")
print(f"Substrate expansion coefficient: {a_sub*1e6:.1f} per million per K")
print(f"Temperature drop: {cooling:.0f} K")
print(f"Film biaxial modulus: {M_film/1e9:.0f} GPa")
print(f"Free film contraction: {a_film*cooling*100:.3f} %")
print(f"Free substrate contraction: {a_sub*cooling*100:.3f} %")
print(f"Elastic in-plane film strain: {strain*100:.3f} %")
print(f"Film stress (tensile positive): {stress/1e6:.1f} MPa")
print(f"Film stress from 3D Hooke's law: {stress_3d[0]/1e6:.1f} MPa")
print(f"Model Poisson ratio of film: {nu:.1f} (no unit)")
print(f"Young's modulus implied: {young/1e9:.0f} GPa")
print(f"Wrong stress if Young's modulus is used: {young*strain/1e6:.1f} MPa")
print(f"Elastic out-of-plane film strain: {out_plane*100:.3f} %")
print(f"Total out-of-plane film strain: {total_out_plane*100:.3f} %")
print(f"Misfit strain from length ratio: {strain_ratio*100:.4f} %")
print(f"Relative excess over small-strain value: {excess*100:.2f} %")
print(f"Model film thickness: {h_film*1e9:.0f} nm")
print(f"Model substrate thickness: {h_sub*1e6:.0f} micrometre")
print(f"Model substrate biaxial modulus: {M_sub/1e9:.0f} GPa")
print(f"Film stress from two-layer plate: {plate_stress/1e6:.2f} MPa")
print(f"Stress reduction, plate: {reduction*100:.4f} %")
print(f"Stress reduction, formula: {reduction_formula*100:.4f} %")
print(f"Substrate stress below film: {interface_stress/1e6:.4f} MPa")
print(f"Curvature magnitude, plate: {abs(curvature):.3e} per metre")
print(f"Curvature magnitude, Stoney: {stoney:.3e} per metre")
print(f"Radius of curvature, plate: {1/abs(curvature):.0f} m")
print(f"Film stress at thickness ratio 0.1: {thick_stress/1e6:.0f} MPa")
print("checks complete")
```

Running it gives:

```
Film expansion coefficient: 6.0 per million per K
Substrate expansion coefficient: 2.6 per million per K
Temperature drop: 600 K
Film biaxial modulus: 300 GPa
Free film contraction: 0.360 %
Free substrate contraction: 0.156 %
Elastic in-plane film strain: 0.204 %
Film stress (tensile positive): 612.0 MPa
Film stress from 3D Hooke's law: 612.0 MPa
Model Poisson ratio of film: 0.3 (no unit)
Young's modulus implied: 210 GPa
Wrong stress if Young's modulus is used: 428.4 MPa
Elastic out-of-plane film strain: -0.175 %
Total out-of-plane film strain: -0.535 %
Misfit strain from length ratio: 0.2047 %
Relative excess over small-strain value: 0.36 %
Model film thickness: 10 nm
Model substrate thickness: 500 micrometre
Model substrate biaxial modulus: 180 GPa
Film stress from two-layer plate: 611.92 MPa
Stress reduction, plate: 0.0133 %
Stress reduction, formula: 0.0133 %
Substrate stress below film: -0.0490 MPa
Curvature magnitude, plate: 8.159e-04 per metre
Curvature magnitude, Stoney: 8.160e-04 per metre
Radius of curvature, plate: 1226 m
Film stress at thickness ratio 0.1: 346 MPa
checks complete
```
